# A neutral interface dipole shifts threshold without net oxide charge

A neutral double layer inside a gate insulator shifts the threshold voltage, although its total charge is zero. Let its positive face, with charge $\sigma$ per area, lie on the semiconductor side, and its negative face, with $-\sigma$, a distance $d$ nearer the gate. If the permittivity between the faces is $\varepsilon_d$, the shift is

$$
\Delta V_T=-\frac{4\pi\sigma d}{\varepsilon_d}.
$$

At a fixed semiconductor surface potential, the field outside the layer is the same with and without it. In the model stack treated below the threshold falls by 0.362 eV, while the fields in the oxides on either side do not change.

## The belief and its appeal

The belief is this: if lanthanum in a gate stack moves the threshold, the oxide must have acquired net charge, and a lower threshold means that this charge is positive.

The argument behind it is sound as far as it goes. Positive charge in the insulator does help the gate to attract electrons, so a p-type semiconductor reaches threshold at a lower gate voltage. The error lies in running the argument backwards. A sheet of positive charge inside the insulator lowers the threshold, but a lower threshold does not require net charge.

A second thought makes the belief more tempting: if a neutral layer produces no field outside itself, how can the semiconductor notice it? Consider two infinite, uniform sheets in a medium of permittivity $\varepsilon$. In atomic units each produces a field of magnitude $2\pi\sigma/\varepsilon$ on both of its sides, pointing away from the positive sheet and toward the negative one. Outside the pair the two fields cancel. Between the sheets they add to $4\pi\sigma/\varepsilon$, so a potential difference $4\pi\sigma d/\varepsilon$ remains between the two field-free regions. Zero field means that the potential is flat on each side, not that it is equal on both sides. A gate voltage is a difference between two sides, and it registers the step.

## Gauss's law through the stack

Let $z=0$ be the semiconductor surface and $z=L$ the gate. The stack is uniform parallel to the interfaces. The elementary charge is 1, so a voltage and the corresponding energy have the same numerical value. The electrostatic potential is $\phi$, the field is $E=-d\phi/dz$, and $D=\varepsilon E$.

The density $\rho(z)$ is the charge inserted into the insulator; the dielectric response is already contained in $\varepsilon(z)$. The inserted charge is taken not to depend on gate bias. Leakage, interface traps and quantum confinement are left out.

Gauss's law reads

$$
\frac{dD}{dz}=4\pi\rho .
$$

Deep in the semiconductor the field vanishes. If $Q_s$ is the total semiconductor charge per area, integration up to the surface gives $D(0)=4\pi Q_s$. Continuing into the insulator,

$$
D(z)=4\pi Q_s+4\pi\int_0^z\rho(z')\,dz'.
$$

Past a layer whose charge integrates to zero, the integral has returned to zero and $D$ has its old value $4\pi Q_s$. At fixed $Q_s$ the layer therefore changes the field only within itself.

The potential difference across the insulator follows from $E=D/\varepsilon$:

$$
\phi(L)-\phi(0)=-4\pi Q_s\int_0^L\frac{dz}{\varepsilon(z)}
-4\pi\int_0^L\frac{dz}{\varepsilon(z)}\int_0^z\rho(z')\,dz'.
$$

Define the electrical depth and the total electrical thickness,

$$
s(z)=\int_0^z\frac{dz'}{\varepsilon(z')},\qquad T=s(L).
$$

The double integral covers the region $0<z'<z<L$. If $z$ is integrated first, it runs from $z'$ to $L$ and gives $T-s(z')$. Hence

$$
\phi(L)-\phi(0)=-4\pi Q_sT-4\pi\int_0^L\rho(z)\,[T-s(z)]\,dz .
$$

The gate voltage also contains the surface potential $\psi_s$, which is the potential at the surface relative to the semiconductor bulk, and a work-function term $V_0$:

$$
V_G=V_0+\psi_s-4\pi Q_sT-4\pi\int_0^L\rho\,(T-s)\,dz .
$$

Threshold is defined here by a fixed value of $\psi_s$. In a given semiconductor in equilibrium, $\psi_s$ determines $Q_s$. The first three terms are therefore the same with and without inserted charge, and the shift is the last term alone. With $Q=\int\rho\,dz$,

$$
\Delta V_T=-4\pi QT+4\pi\int_0^L\rho\,s\,dz .
$$

The belief amounts to keeping only shifts that vanish with $Q$. When $Q=0$ the first moment of the charge survives. For the two faces at $z_1$ and $z_1+d$,

$$
\Delta V_T=4\pi\sigma\,[s(z_1)-s(z_1+d)]=-\frac{4\pi\sigma d}{\varepsilon_d},
$$

because $s$ increases by $d/\varepsilon_d$ across the layer. The position $z_1$ has dropped out. Reversing the two faces reverses the sign, so a neutral layer can raise the threshold as well as lower it.

The faces need not be sharp. Let $u$ be the distance from the start of a neutral layer with uniform $\varepsilon_d$. Then $s=s(z_1)+u/\varepsilon_d$, and the constant $s(z_1)$ multiplies zero total charge. If the positive and negative parts have charges $\pm\sigma$ and centroids $u_+$ and $u_-$, then

$$
\Delta V_T=\frac{4\pi}{\varepsilon_d}\int u\,\rho\,du
=\frac{4\pi\sigma}{\varepsilon_d}(u_+-u_-).
$$

The separation of centroids takes the place of $d$. A measured shift fixes the combination $\sigma d/\varepsilon_d$, but not its three factors separately.

## A number for the refutation

The following stack has round model parameters. From semiconductor to gate it contains an inner oxide of 10 Å with permittivity 4, a dipole layer of 2 Å with permittivity 10, and an outer oxide of 20 Å with permittivity 20. Thus

$$
T=\frac{10}{4}+\frac{2}{10}+\frac{20}{20}=3.7\ \text{Å}.
$$

The face charge is $\sigma=0.01\ e/\text{Å}^2$, and $V_0=0$. To obtain energies in eV from lengths in Å, each $4\pi$ in the formulas is replaced by $4\pi k$, where $k=14.40$ eV Å is the Coulomb constant. This gives $4\pi k=180.95$ eV Å.

The semiconductor is p-type with permittivity $\varepsilon_s=12$, acceptor density $N_A=10^{-6}$ Å$^{-3}$ and intrinsic density $n_i=10^{-14}$ Å$^{-3}$. At 300 K the thermal energy is $\theta=0.02585$ eV. Threshold is placed at $\psi_s=2\theta\ln(N_A/n_i)=0.9524$ eV, where the electron density at the surface equals the hole density in the bulk.

The charge $Q_s$ at this point follows from the Poisson equation. With the bulk as zero of potential, the charge density in the semiconductor is

$$
\rho_s=N_A(e^{-\phi/\theta}-1)-\frac{n_i^2}{N_A}(e^{\phi/\theta}-1).
$$

Multiplying $\varepsilon_s\phi''=-4\pi\rho_s$ by $\phi'$ and integrating from the bulk, where $\phi'=0$, to the surface gives

$$
\frac{\varepsilon_s\phi'^2}{2}=4\pi\left\{N_A\left[\psi_s+\theta(e^{-\psi_s/\theta}-1)\right]
+\frac{n_i^2}{N_A}\left[\theta(e^{\psi_s/\theta}-1)-\psi_s\right]\right\}.
$$

At threshold $e^{\psi_s/\theta}=(N_A/n_i)^2$. The second bracket then contributes $+N_A\theta$, which cancels the $-N_A\theta$ in the first. The remaining corrections are smaller than $N_A\psi_s$ by a factor of order $(n_i/N_A)^2$. So $\varepsilon_s\phi'^2/2=4\pi N_A\psi_s$. The potential rises toward the surface, hence $D(0)=-\varepsilon_s\phi'$ is negative, and

$$
Q_s=\frac{D(0)}{4\pi}=-\sqrt{\frac{2\varepsilon_sN_A\psi_s}{4\pi}} .
$$

Numerically,

$$
Q_s=-\sqrt{\frac{2\times12\times10^{-6}\times0.9524}{180.95}}
=-3.554\times10^{-4}\ e/\text{Å}^2 .
$$

Without inserted charge the threshold is

$$
V_T=0.9524+180.95\times3.554\times10^{-4}\times3.7=1.190\ \text{eV}.
$$

The double layer changes it by

$$
\Delta V_T=-\frac{180.95\times0.01\times2}{10}=-0.362\ \text{eV},
$$

or $-0.0133$ hartree. A numerical solution of the nonlinear Poisson equation through the whole stack, with threshold located from the surface potential, gives 1.1904 eV without the layer and 0.8285 eV with it. The difference agrees with the formula.

The fields show where the shift arises. At threshold, in eV/Å:

| Stack | Inner | Dipole region | Outer |
|---|---:|---:|---:|
| No inserted charge | −0.0161 | −0.0064 | −0.0032 |
| Double layer | −0.0161 | 0.1745 | −0.0032 |

A negative field points from the gate to the semiconductor. The outside fields are not zero, because the gate and semiconductor are charged at threshold; the layer's contribution to them is zero. Inside the layer the field changes by $180.95\times0.01/10=0.181$ eV/Å. Multiplied by 2 Å and by the minus sign in $E=-d\phi/dz$, this is the whole shift. The field in the layer, about 17 MV/cm, exceeds the breakdown fields of bulk gate oxides and acts over a distance of one bond length. On this scale $\varepsilon_d$ is an effective parameter rather than a bulk permittivity, and only the step $4\pi\sigma d/\varepsilon_d$ has a direct meaning.

A spread layer behaves as derived. Let the density follow one full sine period across the same 2 Å, with charges $\pm0.01\ e/\text{Å}^2$ in the two halves. By symmetry the centroids lie at the middle of each half, 1 Å apart. The predicted shift is half the previous one, $-0.181$ eV. The numerical solution, with the profile sampled on a mesh, agrees to about 0.2 percent.

## What changes at fixed gate voltage

The statement about outside fields compares two devices at the same surface potential, and hence at different gate voltages. If the gate voltage is held fixed instead, the outside field does change.

Write the relation for the stack with the layer as

$$
V_G-\Delta V_T=V_0+\psi_s-4\pi Q_s(\psi_s)T .
$$

This is the relation for a stack without the layer at gate voltage $V_G-\Delta V_T$. For the semiconductor used here $-Q_s$ increases with $\psi_s$, so the right-hand side takes each value once. Both stacks therefore have the same surface potential, semiconductor charge and outside field.

At a gate energy of 1.190 eV, the stack with the layer thus behaves like the plain stack at $1.190+0.362=1.552$ eV. Its surface potential rises from 0.952 to 1.074 eV, and its semiconductor charge changes from $-3.554\times10^{-4}$ to $-7.150\times10^{-4}\ e/\text{Å}^2$. The inner field becomes stronger by

$$
\frac{180.95\times3.596\times10^{-4}}{4}=0.0163\ \text{eV/Å},
$$

and reaches $-0.0323$ eV/Å.

These values belong to the model's Boltzmann statistics. The electron density at the surface is now about $1.1\times10^{-4}$ Å$^{-3}$, or $10^{20}$ cm$^{-3}$, which exceeds the effective density of states of a conduction band like silicon's. With silicon's effective density of states, Fermi–Dirac statistics would raise the surface potential by about 1 percent and reduce the magnitude of the charge by about 2 percent. Quantum confinement, left out of the model, matters more: with the valley masses of silicon (100) it raises the surface potential by about 9 percent and reduces the magnitude of the charge by about 20 percent at this gate voltage. The equivalence of the two stacks does not depend on this, since it requires only that $-Q_s$ increase with $\psi_s$.

This added field does not come from the neutral layer. Overall neutrality requires the gate charge to be $-Q_s$, so it has increased by the same $3.596\times10^{-4}\ e/\text{Å}^2$ by which the semiconductor has become more negative. The voltage source has moved charge from one electrode to the other, and the outside change $\delta D=4\pi\,\delta Q_s$ is the field of that charge.

## What would distinguish net charge

A net sheet $Q$ at electrical depth $s_0$ gives

$$
\Delta V_T=-4\pi Q\,(T-s_0).
$$

This too is independent of $\psi_s$, so fixed net charge shifts the curve of $Q_s$ against $V_G$ rigidly, just as the double layer does. One rigid shift cannot tell the two apart.

To see this in numbers, replace the double layer by a net sheet at the boundary between the dipole region and the outer oxide. The electrical thickness from there to the gate is $20/20=1$ Å. A sheet of $0.00200\ e/\text{Å}^2$ then gives

$$
-180.95\times0.00200\times1=-0.362\ \text{eV}.
$$

Someone who reads the shift as net charge at this boundary would report this density for the double-layer stack, where the true net charge is zero.

The two cases differ in the outer oxide. With the net sheet, the field there at threshold is $+0.0149$ eV/Å instead of $-0.0032$ eV/Å. The sheet exceeds the semiconductor charge in magnitude, so the gate must carry negative charge, and the outer field has reversed.

That field explains why thickness matters. The net sheet's shift is proportional to the electrical thickness between sheet and gate, whereas the dipole's shift contains no thickness outside the layer. The numerical thresholds give these shifts:

| Inner / outer oxide (Å) | Double layer (eV) | Net sheet (eV) |
|---|---:|---:|
| 10 / 20 | −0.362 | −0.362 |
| 10 / 40 | −0.362 | −0.724 |
| 20 / 20 | −0.362 | −0.362 |

Doubling the outer oxide doubles the net-sheet shift and leaves the dipole shift unchanged. Doubling the inner oxide changes neither, since $T$ and $s_0$ grow by the same amount. A series in which only the inner oxide varies therefore cannot tell the double layer from a sheet on the gate side of that oxide. It does respond to net charge nearer the semiconductor: a sheet at the surface has $s_0=0$, and a shift of $-0.362$ eV grows to $-0.606$ eV when $T$ rises from 3.7 to 6.2 Å.

If both kinds of charge are present near the same boundary, measuring $s$ from $s_0$ gives

$$
\Delta V_T=-4\pi Q(T-s_0)+4\pi\int\rho\,(s-s_0)\,dz .
$$

Plotted against outer thickness, the first term gives a slope $-4\pi Q/\varepsilon_{\text{out}}$ and the second a constant. This separation requires that the inserted charge stay the same as the thickness varies and that the added oxide bring no charge of its own. Even then, a constant shift does not prove that a dipole sits at this boundary: a change in the work-function term $V_0$ is also independent of thickness. The derivation refutes the inference from shift to net charge; it does not establish the atomic origin of the shift in a particular lanthanum-containing stack.

## Where the outside field is not zero

Real dipoles are discrete. Consider a square lattice of charge pairs with spacing $a$, one unit charge per site on each face, so that $\sigma=1/a^2$. For an estimate, take a homogeneous medium of permittivity $\varepsilon$ without electrodes.

The potential of one face can be expanded in lateral waves $e^{i\mathbf G\cdot\mathbf r}$. For $G\ne0$, Laplace's equation requires each wave to decay as $e^{-G\zeta}$ with distance $\zeta$ from the face. The jump of the normal field at the face is $4\pi\sigma/\varepsilon$ for each wave, half of it on each side. Each wave therefore has an outward field $(2\pi\sigma/\varepsilon)e^{-G\zeta}$. At distance $\zeta$ from the positive face, on the side away from the negative one, the pair gives

$$
E_{\mathbf G}=\frac{2\pi\sigma}{\varepsilon}e^{-G\zeta}\left(1-e^{-Gd}\right).
$$

The lateral average, $G=0$, vanishes as before. The other waves do not vanish, but they decay.

Compare a point directly above a charge with one above the centre of a lattice square. The four longest waves, with $G=2\pi/a$, have phase factors $+1$ at the first point and $-1$ at the second. Each contributes twice its amplitude, eight amplitudes in all:

$$
\Delta E\simeq\frac{16\pi\sigma}{\varepsilon}e^{-2\pi\zeta/a}\left(1-e^{-2\pi d/a}\right).
$$

For $\sigma=0.01\ e/\text{Å}^2$ the spacing is 10 Å and the decay length $a/2\pi$ is 1.59 Å. With $\varepsilon=4$, this leading term gives 0.0559 eV/Å at 5 Å, which is 5 percent below the direct Coulomb sum of 0.0592 eV/Å. Including the shorter waves removes the difference. At 10 Å the leading term and the sum both give 0.0024 eV/Å.

That distance equals the inner oxide thickness, and in this homogeneous estimate the variation is about 15 percent of the mean inner field at threshold. A variation of this size is not negligible locally, although its lateral average is zero. Since a wave decays as $e^{-G\zeta}$, variations of longer period reach farther. The one-dimensional result describes the laterally averaged field, provided that the lateral variation of the potential at the semiconductor surface is small compared with $\theta$; otherwise the exponential response of the carriers does not average out. The regular lattice meets this condition: in the layered stack its variation at the surface is about $0.05\,\theta$. The same pairs placed at random positions do not: they contain long lateral waves, and the root-mean-square variation at the surface of the stack is about 0.03 eV, comparable to $\theta$.

A finite patch also has a fringe field. On the axis of a uniformly charged disc of radius $R$, the rings add up to

$$
\frac{2\pi\sigma}{\varepsilon}\int_0^R\frac{\zeta r\,dr}{(r^2+\zeta^2)^{3/2}}
=\frac{2\pi\sigma}{\varepsilon}\left(1-\frac{\zeta}{\sqrt{R^2+\zeta^2}}\right).
$$

Subtracting the same expression at $\zeta+d$ for the negative face leaves, for $R\gg\zeta,d$,

$$
E\simeq\frac{2\pi\sigma d}{\varepsilon R}.
$$

For $R=1000$ Å and $\varepsilon=4$ this is $4.5\times10^{-4}$ eV/Å, and it tends to zero as the patch widens. The potential step across the layer does not: near the centre of a wide patch it tends to $4\pi\sigma d$ divided by the permittivity between the faces. This is 0.905 eV for $\varepsilon=4$, and 0.362 eV, the size of the threshold shift, for $\varepsilon_d=10$. The numerical output lists the values behind these comparisons.

## Table of computed values

```
Coulomb constant k: 14.3996 eV angstrom
temperature: 300 K; kT: 0.02585 eV
acceptors: 1.0e-06; intrinsic: 1.0e-14 angstrom^-3
permittivity semiconductor: 12 (no unit)
permittivity inner, dipole, outer: 4, 10, 20 (no unit)
thickness inner, dipole, outer: 10, 2, 20 angstrom
face charge sigma: 0.0100 e/angstrom^2
electrical thickness T: 3.700 angstrom
threshold surface energy 2 psi_B: 0.9524 eV
semiconductor charge, solver: -3.5542e-04 e/angstrom^2
semiconductor charge, formula: -3.5542e-04 e/angstrom^2
plain threshold, solver: 1.1904 eV
plain threshold, formula: 1.1904 eV
dipole threshold, solver: 0.8285 eV
dipole shift, solver: -0.3619 eV
dipole shift, formula: -0.3619 eV
dipole shift converted: -0.01330 hartree
fields at threshold: inner, dipole layer, outer [eV/angstrom]
  plain: -0.01608, -0.00643, -0.00322
  dipole: -0.01608, 0.17452, -0.00322
  net charge: -0.01608, -0.00643, 0.01488
inside field change by dipole: 0.18095 eV/angstrom
spread-layer shift, solver: -0.1806 eV
spread-layer shift, formula: -0.1810 eV
equivalent net charge: 0.00200 e/angstrom^2
inner, outer [angstrom]; dipole, net-charge shift [eV]
  10, 20; -0.3619, -0.3619
  10, 40; -0.3619, -0.7238
  20, 20; -0.3619, -0.3619
fixed gate energy for comparison: 1.1904 eV
equivalent plain gate energy: 1.5523 eV
surface energy with dipole: 1.0736 eV
semiconductor charge with dipole: -7.1503e-04 e/angstrom^2
inner field with dipole: -0.03235 eV/angstrom
outer field with dipole: -0.00647 eV/angstrom
lattice spacing: 10.0 angstrom
lateral decay length: 1.592 angstrom
top-hollow field: direct sum, full series, leading term
  at 5 angstrom: 5.916e-02, 5.916e-02, 5.594e-02 eV/angstrom
  error of leading term: 5.45 percent
  at 10 angstrom: 2.421e-03, 2.420e-03, 2.417e-03 eV/angstrom
  error of leading term: 0.13 percent
disc radius: 1000; distance: 10 angstrom
disc fringe field, integral: 4.523e-04 eV/angstrom
disc fringe field, formula: 4.524e-04 eV/angstrom
```
